# Calculating the Langevin recombination coefficient from mobility and permittivity

**Question**

I am working on photoconductivity in an amorphous oxide film and need the Langevin coefficient $k$ in $dn/dt=-k\,np$. The summed electron and hole mobility is 10 cm²/Vs and the relative permittivity is 10.

My attempt was to take the speed of an electron in the field of a hole and multiply it by a capture area. But the speed depends on the distance between the carriers, and I don't know at which distance to evaluate it. I also don't see why the mobilities should be added, or whether the applied field and diffusion change the answer. What is the coefficient, and when can I trust it?

**Answer**

You don't have to choose a distance. The approach speed falls as $1/r^2$ and the area of a sphere grows as $r^2$, so their product is the same at every $r$. That product is the coefficient.

### Assumptions and units

I use atomic units in the algebra: $e=\hbar=m_e=1$ and $4\pi\varepsilon_0=1$. Let $\varepsilon$ be the static relative permittivity, $\mu_n$ and $\mu_p$ the mobilities, and $\mu=\mu_n+\mu_p$. The energy of an electron and a hole at distance $r$ is then $-1/(\varepsilon r)$, and each feels an attractive force $1/(\varepsilon r^2)$.

The Langevin model assumes that

- carriers scatter so often that their velocity is mobility times local field;
- electrons and holes start at uncorrelated positions in a uniform medium;
- each pair that meets recombines at once.

The coefficient therefore counts meetings. What happens at contact comes in later.

### Why the mobilities add

Put the electron at $x_n$ and the hole at $x_p>x_n$, with $r=x_p-x_n$. The electron moves towards the hole, in the positive direction, and the hole moves in the negative direction:

$$\dot x_n=+\frac{\mu_n}{\varepsilon r^2},\qquad \dot x_p=-\frac{\mu_p}{\varepsilon r^2}.$$

Subtracting the first from the second gives

$$\frac{dr}{dt}=\dot x_p-\dot x_n=-\frac{\mu_n+\mu_p}{\varepsilon r^2}=-\frac{\mu}{\varepsilon r^2}.$$

Only the relative motion decides when they meet, so only the sum $\mu$ enters.

### The coefficient

Look at the electrons from one hole. Their mean density around it is $n$, and the number crossing a sphere of radius $r$ inwards per unit time is area times density times speed:

$$4\pi r^2\; n\;\frac{\mu}{\varepsilon r^2}=\frac{4\pi\mu}{\varepsilon}\,n .$$

The radius has cancelled. This used a uniform density, which is consistent: the velocity field $-\mu\hat{\mathbf r}/(\varepsilon r^2)$ has zero divergence for $r>0$, so the flow neither piles electrons up nor thins them out around the hole. With $p$ holes per unit volume, the recombination rate per unit volume is $p$ times this flux. Hence

$$\boxed{k_L=\frac{4\pi(\mu_n+\mu_p)}{\varepsilon}}\quad\text{(atomic units)},\qquad k_L=\frac{e(\mu_n+\mu_p)}{\varepsilon_0\varepsilon}\quad\text{(SI)}.$$

The $4\pi$ is missing from the SI form because the SI field is $e/(4\pi\varepsilon_0\varepsilon r^2)$, whose denominator cancels the $4\pi$ of the sphere.

The same result follows from the time a pair needs to meet. Separate the variables in the equation for $dr/dt$ and integrate from $r_0$ to zero:

$$\int_0^{r_0} r^2\,dr=\frac{\mu}{\varepsilon}\int_0^{t}dt'\quad\Rightarrow\quad t=\frac{\varepsilon r_0^3}{3\mu}.$$

By time $t$, every electron that started within $r_0$ of the hole has arrived. The volume emptied per unit time is

$$\frac{4\pi r_0^3/3}{t}=\frac{4\pi r_0^3}{3}\,\frac{3\mu}{\varepsilon r_0^3}=\frac{4\pi\mu}{\varepsilon},$$

again independent of $r_0$.

### The number

The atomic unit of mobility, $ea_0^2/\hbar$, is 0.04254 cm²/Vs, so

$$\mu=\frac{10}{0.04254}\approx 235,\qquad k_L=\frac{4\pi\times 235}{10}\approx 295 .$$

The atomic unit of the coefficient, $a_0^3E_h/\hbar$ (volume per time), is $6.126\times10^{-9}$ cm³/s. Therefore

$$k_L\approx 295\times 6.126\times10^{-9}\ \text{cm}^3/\text{s}\approx 1.81\times10^{-6}\ \text{cm}^3/\text{s}.$$

A direct integration of both carriers' motion supports this. With $\mu_n=9.99$ and $\mu_p=0.01$ cm²/Vs, a pair starting 20 nm apart meets after 18.52 ps. The emptied volume is $4\pi(20)^3/3=33\,510$ nm³, and

$$\frac{33\,510\ \text{nm}^3}{18.52\ \text{ps}}\approx 1809\ \text{nm}^3/\text{ps}=1.81\times10^{-6}\ \text{cm}^3/\text{s}.$$

Starting 50 nm apart, or sharing the same summed mobility equally between the carriers, gives the same coefficient.

### Does the applied field matter?

Add a uniform field of strength $F$. It pushes electrons and holes in opposite directions, so it adds a relative drift $\mu F$. In the frame of the hole, with $z$ along the electrons' drift, the electron velocity is

$$\mathbf v=\mu\left(F\hat{\mathbf z}-\frac{\hat{\mathbf r}}{\varepsilon r^2}\right).$$

Both terms are divergence-free away from the hole. The paths that end on the hole form a tube. Far upstream the Coulomb term is negligible, and the tube is a disk of radius $b$ through which volume flows at the rate $\mu F\pi b^2$. Nothing crosses the side of the tube, because the velocity is tangent to it. All of this flow must therefore enter a small sphere around the hole. The uniform term has no net flux through that sphere, and the Coulomb term carries $4\pi\mu/\varepsilon$ inwards. So

$$\mu F\pi b^2=\frac{4\pi\mu}{\varepsilon}\quad\Rightarrow\quad b=\frac{2}{\sqrt{\varepsilon F}} .$$

A stronger field brings electrons past faster but shrinks the capture disk, and the rate stays at $k_L$. This argument treats drift without diffusion, with a constant mobility and capture at every meeting. It also needs the capture radius $a$ to be smaller than $1/\sqrt{\varepsilon F}$, the distance at which the applied field equals the hole's field. That holds below about 1.4 MV/cm for $a=1$ nm and 0.36 MV/cm for $a=2$ nm. In stronger fields the rate exceeds $k_L$, for example by 28% for $a=2$ nm at 1 MV/cm.

At 0.01 MV/cm, computed electron paths give $b=24.0$ nm. The relative drift speed is 10 cm²/Vs × 10⁴ V/cm = 10⁵ cm/s, or 1 nm/ps, so the rate is $\pi(24.0)^2\times1\approx1810$ nm³/ps. In a field ten times stronger the disk radius falls to 7.59 nm, smaller by $\sqrt{10}$, and the coefficient is unchanged.

### Does diffusion matter?

Now drop the applied field and include diffusion, with the Einstein relation $D=\mu k_BT$ for non-degenerate carriers. Let $n(r)$ be the electron density around a hole and $n_\infty$ its value far away. Diffusion carries electrons inwards when $n$ rises outwards, and drift always carries them inwards, so the steady inward current is

$$J=4\pi r^2\left[D\frac{dn}{dr}+\frac{\mu}{\varepsilon r^2}\,n\right].$$

Divide by $4\pi D$ and define the Coulomb radius $r_c=1/(\varepsilon k_BT)$, where the pair energy has magnitude $k_BT$. Since $\mu/(\varepsilon D)=r_c$,

$$j\equiv\frac{J}{4\pi D}=r^2\frac{dn}{dr}+r_c\,n .$$

With $u=1/r$ we have $r^2\,dn/dr=-dn/du$, which leaves an equation with constant coefficients:

$$-\frac{dn}{du}+r_c n=j\quad\Rightarrow\quad n=\frac{j}{r_c}+C\,e^{r_cu}.$$

Far away $u=0$, so $C=n_\infty-j/r_c$.

At the contact radius $a$, let pairs react with a contact velocity $s$, meaning $J=4\pi a^2 s\,n(a)$. Dividing by $4\pi D$ gives $n(a)=jD/(sa^2)$. Insert this and $C$ into the solution at $u=1/a$, then multiply by $w=e^{-r_c/a}$:

$$\frac{jD}{sa^2}\,w=\frac{j}{r_c}\,w+n_\infty-\frac{j}{r_c}.$$

Collect the terms in $j$:

$$\frac{j}{r_c}\left[1-w+\frac{Dr_c}{sa^2}\,w\right]=n_\infty .$$

The coefficient is $k=J/n_\infty=4\pi Dj/n_\infty$, and $4\pi Dr_c=4\pi\mu/\varepsilon=k_L$. Thus

$$k=\frac{k_L}{1-w+\dfrac{Dr_c}{sa^2}\,w},\qquad w=e^{-r_c/a}.$$

Three limits show what this means.

- **Strong attraction, fast contact.** For $r_c\gg a$ and $s$ not too small, $w\to0$ and $k\to k_L$. Temperature has cancelled, apart from its effect on $\mu$ and $\varepsilon$.
- **Weak attraction, fast contact.** For $r_c\ll a$ and $s\to\infty$, $1-w\approx r_c/a$ and $k\to4\pi Da$. This is diffusion to a neutral sphere, and the Langevin formula fails.
- **Slow contact.** For small $s$ the last term dominates and $k\to4\pi a^2s\,e^{r_c/a}$. The mobility drops out. The pairs meet often and usually separate again.

At 300 K, $k_BT=0.02585$ eV, $r_c=5.57$ nm and $D=10\times0.02585=0.2585$ cm²/s. Take $a=1$ nm as a model contact radius, so $w=e^{-5.57}\approx0.0038$. A perfectly absorbing contact raises $k$ by 0.4% above $k_L$. If capture can already happen at 2 nm, for instance by tunnelling, the increase is 6.6%.

A real contact has a finite contact velocity. For a scale, take the one-way flux in a thermal gas without drift, which is density times a quarter of the mean speed. For an electron mass of 0.35 $m_e$ this thermal arrival velocity is $s=4.5\times10^6$ cm/s, and the formula puts $k$ 0.8% below $k_L$ for $a=1$ nm. It is not an upper limit: at 1 nm the drift velocity $\mu/(\varepsilon a^2)=Dr_c/a^2$ is about $1.4\times10^7$ cm/s, comparable with the mean thermal speed. Drift-diffusion is therefore only rough so close to the hole, and the corrections of a percent or less only suggest that the details of a fast contact at 1 nm matter little; they are not precise predictions. To find the contact velocity that halves the coefficient, set the denominator equal to 2:

$$s_{1/2}=\frac{Dr_c}{a^2}\,\frac{w}{1+w}\approx5.5\times10^4\ \text{cm/s}.$$

This is about 80 times smaller than the arrival velocity. The attraction keeps returning the pair to contact, so capture can be quite inefficient before the coefficient suffers. These results are for zero applied field. When contact is slow, a field helps pairs escape and lowers $k$: with $s=s_{1/2}$ and $a=1$ nm, a field of 0.1 MV/cm takes $k$ from $0.5\,k_L$ to about $0.3\,k_L$, whereas an absorbing 1 nm contact stays within 1% of $k_L$. A finite-difference solution of the drift-diffusion equation agrees with the formula to one part in 10⁴ in all four cases: 1 nm absorbing, 2 nm absorbing, 1 nm with the arrival velocity, and 1 nm with $s_{1/2}$.

### Screening by the other carriers

Other carriers weaken the attraction at long range. For a general pair energy $V(r)$ the current equation becomes

$$j=r^2\left[\frac{dn}{dr}+\frac{n}{k_BT}\frac{dV}{dr}\right].$$

Write $n=g\,e^{-V/k_BT}$. The derivative of the exponential cancels the force term, leaving $j=r^2e^{-V/k_BT}\,dg/dr$. For an absorbing contact $g(a)=0$, while $g(\infty)=n_\infty$, so integration gives

$$n_\infty=j\int_a^\infty e^{V/k_BT}\frac{dr}{r^2},\qquad k=\frac{4\pi D}{\displaystyle\int_a^\infty e^{V/k_BT}\,\frac{dr}{r^2}} .$$

For $n=p=10^{15}$ cm⁻³ the Debye length, counting both kinds of carrier, is $\lambda=85$ nm. With $V=-e^{-r/\lambda}/(\varepsilon r)$ and $a=1$ nm, the coefficient is 5.7% below its unscreened value at the same contact radius. This is an estimate, because it assumes that a static screening cloud of both carriers is already in place. An absorbing contact does not build such a cloud around the hole: the solution $n(r)$ above then stays at or slightly below $n_\infty$, whereas Debye screening needs an excess of electrons there. Holes with a mobility of 0.01 cm²/Vs are far too slow to rearrange before they recombine, and with electrons alone the reduction is smaller. The decay time below shows why even the electron cloud is doubtful.

### What it means for the photoconductivity

Suppose a light pulse creates $n=p=n_0$. Then $dn/dt=-k_Ln^2$. Dividing by $-n^2$ gives $d(1/n)/dt=k_L$, hence

$$\frac1n=\frac1{n_0}+k_Lt,\qquad n=\frac{n_0}{1+k_Ln_0t}.$$

The density first halves after

$$t_{1/2}=\frac1{k_Ln_0}=\frac1{1.81\times10^{-6}\times10^{15}}\ \text{s}\approx0.55\ \text{ns}.$$

The next halving takes twice as long, because it starts from half the density. If instead one carrier is in large excess, say $n\gg p$, then $n$ hardly changes and $p$ decays exponentially at the rate $k_Ln$.

The initial conductivity is $\sigma=en_0\mu=1.6\times10^{-3}$ S/cm. In atomic units $\sigma=n_0\mu$, and the dielectric relaxation time is

$$\frac{\varepsilon}{4\pi\sigma}=\frac{\varepsilon}{4\pi n_0\mu}=\frac1{k_Ln_0}=t_{1/2}.$$

At fixed conductivity, a charge disturbance would fall by a factor $e$ in this time. Here the conductivity drops as the carriers recombine, so a disturbance extended enough for diffusion to be neglected is only halved. Electrons thus rearrange on about the same time scale as the carriers disappear, so static screening is not a secure description here.

Under steady illumination with $n=p$, generation balances recombination, $G=k_Ln^2$. It follows that $n=\sqrt{G/k_L}$ and the photoconductivity grows as $\sqrt G$. Holding $10^{15}$ cm⁻³ against this recombination takes $G\approx1.8\times10^{24}$ cm⁻³s⁻¹.

### When the formula applies

The central condition is that an electron scatters many times while it crosses the region of strong attraction. In atomic units the scattering time is $\tau=m\mu$ for an electron of mass $m$ that carries nearly all of the mobility, and the mean free path is $\tau$ times the mean speed. Here that is 0.36 nm, or 6.5% of $r_c$. It is also far below the electron's thermal wavelength of about 7 nm, so it is not a literal path between collisions. It tells you that scattering is strong, while the classical picture of drift is itself approximate at distances of a few nanometres. In a material with much higher mobility the free path can exceed $r_c$. An electron may then fly past the hole without losing enough energy to be bound, and mobility times local field is no longer its velocity.

The other corrections for these numbers are small or limited:

- The density is $1.9\times10^{-4}$ of the band density of states, and degeneracy changes the Einstein relation by less than 0.01%.
- At 0.01 MV/cm an electron that travels one mean free path along the electric force gains about 1.4% of $k_BT$. The average over all directions is much smaller, because electrons moving the other way lose energy. This suggests weak heating by the applied field but is not a calculated electron temperature. The hole's own field is much stronger close by: it reaches about 1.4 MV/cm at 1 nm, where the same estimate gives about 2 $k_BT$, so a constant mobility is not assured that near the hole.
- At 400 K, with mobility and permittivity held fixed, the 1 nm absorbing contact gives 1.6% above $k_L$ instead of 0.4%.
- The mean carrier spacing is 100 nm, so I have assumed a film 1000 nm thick. In a thinner film, the pair's field is no longer spherical once the separation is comparable with the thickness, and part of it can run outside the film, by an amount that depends on the surroundings. The spherical argument then no longer holds as it stands.

### Your oxide film

An electron mobility near 10 cm²/Vs and a permittivity near 10 are rough typical values for amorphous indium gallium zinc oxide. Such mobilities are usually quoted at carrier densities far above $10^{15}$ cm⁻³, and the mobility can be lower at low density, so use a value that fits your conditions. The hole mobility of 0.01 cm²/Vs is a placeholder for poorly mobile holes; setting it to zero at fixed electron mobility lowers $k_L$ by 0.1%. The 1000 nm thickness is far above the tens of nanometres usual in transistors. The assumptions most at risk are that the carriers stay mobile and that they recombine as soon as they meet. Photoconductivity in such oxides can persist for seconds or much longer after the light is switched off, which the 0.55 ns above cannot describe. To see the scale, suppose that equal densities of $10^{15}$ cm⁻³ took 1 s to halve. The effective coefficient would be $1/(10^{15}\times1)=10^{-15}$ cm³/s, nearly $2\times10^9$ times smaller than $k_L$. Trapping, slow capture and separation of the carriers by disorder can all reduce it, and the decay alone does not tell you which is responsible.

Trapping also affects which mobility you insert. Suppose a fraction $\theta$ of the electrons is free with mobility $\mu_0$, exchange with the traps is fast, and the holes are immobile. The meeting rate is $(4\pi\mu_0/\varepsilon)(\theta n)p$, where $n$ counts all electrons. You may use $\mu_0$ with the free density or $\theta\mu_0$ with the total density, but not $\mu_0$ with the total density.

So use $1.8\times10^{-6}$ cm³/s as the coefficient for meetings of mobile carriers, and compare your measured decay with it to see how far your film is from this limit. The numerical output below lists the main values used here.

## Numbers as computed

```
electron mobility = 9.99 cm^2/Vs
hole mobility = 0.01 cm^2/Vs
summed mobility = 10.00 cm^2/Vs
relative permittivity = 10.0
temperature = 300 K
electron mass = 0.35 m_e
carrier density = 1.0e+15 cm^-3
film thickness = 1000 nm
applied field = 0.010 MV/cm
contact radius = 1.0 nm
atomic unit of mobility = 0.04254 cm^2/Vs
atomic unit of coefficient = 6.1262e-09 cm^3/s
summed mobility = 235.05 atomic units
k_L = 295.37 atomic units
k_L = 1.8095e-06 cm^3/s
pair collapse time from 20 nm = 18.519 ps
k from pair collapse, 20 nm = 1.8095e-06 cm^3/s
k, same sum split equally = 1.8095e-06 cm^3/s
k from pair collapse, 50 nm = 1.8095e-06 cm^3/s
capture disk radius in field = 24.00 nm
k from capture in field = 1.8093e-06 cm^3/s
disk radius, 10 x field = 7.59 nm
k, 10 x field = 1.8093e-06 cm^3/s
thermal energy kT = 0.02585 eV
Coulomb radius r_c = 5.570 nm
diffusion coefficient D = 0.2585 cm^2/s
k/k_L, 1 nm absorbing contact = 1.0038
k/k_L, 2 nm tunnelling contact = 1.0658
thermal arrival velocity = 4.547e+06 cm/s
k/k_L, 1 nm with arrival velocity = 0.9918
contact velocity for k = k_L/2 = 5.466e+04 cm/s
k/k_L, 1 nm contact at 400 K = 1.0156
Debye length = 84.52 nm
screened/unscreened k = 0.9426
mean free path = 0.362 nm
mean free path / r_c = 0.0650
field energy per free path / kT = 0.0140
band density of states = 5.196e+18 cm^-3
density / band density = 1.92e-04
Einstein relation excess = 6.80e-05
mean carrier spacing = 100.0 nm
first half-life = 0.5526 ns
dielectric relaxation time = 0.5526 ns
initial photoconductivity = 1.6022e-03 S/cm
generation to hold density = 1.810e+24 cm^-3 s^-1
```
